# How a Dielectric Substrate Changes the Stripe Width of a Ferroelectric Film

## Problem

A ferroelectric film of thickness $d$ carries 180-degree stripe domains of width $w$ (period $2w$). The spontaneous polarization is $+P$ and $-P$ in alternate stripes, normal to the film. Along this normal, $z$, the film's relative permittivity is $\varepsilon_z$, and in the plane it is $\varepsilon_x$. Its effective permittivity is $\varepsilon_f=\sqrt{\varepsilon_x\varepsilon_z}=100$. A domain wall costs energy $\gamma$ per unit wall area. The media above and below are isotropic, with relative permittivities $\varepsilon_1$ and $\varepsilon_2$, and are much thicker than $w$.

Treat all dielectric responses as linear, the walls as thin, and the spontaneous polarization as frozen. There are no free charges. The film is thick enough that its two surfaces do not interact.

1. Find the equilibrium stripe width.
2. The film first has vacuum on both sides. The vacuum below is then replaced by a substrate of permittivity 300, with $P$, $\gamma$, $d$, $\varepsilon_x$ and $\varepsilon_z$ held fixed. By what percentage do the stripes widen?
3. What is the largest widening that a substrate on one side can give? What happens with the same substrate on both sides?
4. Evaluate the widths for a 20 nm film with rough values for lead titanate on strontium titanate, and judge the assumptions.

## Solution

### The energy to be minimized

Let $\mathbf P_s$ be the frozen polarization and $\mathbf p$ the induced one. The electrical free energy is the field energy $\tfrac12\varepsilon_0\int E^2\,dV$ plus the elastic cost of $\mathbf p$, which is $p_i^2/(2\varepsilon_0\chi_i)$ per volume for each component, with $\chi_i=\varepsilon_i-1$.

Without free charge, $\mathbf D=\varepsilon_0\mathbf E+\mathbf P_s+\mathbf p$ has no divergence. Since $\mathbf E=-\nabla\phi$, both $\int\mathbf E\cdot\mathbf D\,dV$ and $\int\mathbf E\cdot\delta\mathbf D\,dV$ vanish. A variation $\delta\mathbf p$ therefore changes the field energy by

$$\int\varepsilon_0\mathbf E\cdot\delta\mathbf E\,dV=\int\mathbf E\cdot(\delta\mathbf D-\delta\mathbf p)\,dV=-\int\mathbf E\cdot\delta\mathbf p\,dV .$$

The energy is stationary when $p_i=\varepsilon_0\chi_iE_i$, the usual linear response. Inserting this gives

$$U=\tfrac12\int\varepsilon_0\sum_i\varepsilon_iE_i^2\,dV
=\tfrac12\int\mathbf E\cdot(\mathbf D-\mathbf P_s)\,dV
=\tfrac12\int\nabla\phi\cdot\mathbf P_s\,dV .$$

Integration by parts turns this into $U=\tfrac12\int\sigma\phi\,dA$, where $\sigma=\mathbf P_s\cdot\mathbf n$ is the surface charge of the frozen polarization. There is no volume term because $\mathbf P_s$ has no divergence inside the film.

### Potential at one surface

The charge on the top surface is a square wave of height $P$. With a wall at $x=0$,

$$\sigma(x)=\sum_{n\ \rm odd}s_n\sin k_nx,\qquad k_n=\frac{n\pi}{w},$$

$$s_n=\frac{2P}{w}\int_0^w\sin\frac{n\pi x}{w}\,dx=\frac{4P}{n\pi}.$$

Put the top surface at $z=0$, with the film at $z<0$. For one harmonic, the potential above is $\phi_n\sin(k_nx)\,e^{-k_nz}$ and that in the film is $\phi_n\sin(k_nx)\,e^{q_nz}$. In the film, Gauss's law requires $\varepsilon_zq_n^2=\varepsilon_xk_n^2$, so

$$q_n=k_n\sqrt{\varepsilon_x/\varepsilon_z},\qquad \varepsilon_zq_n=\varepsilon_fk_n .$$

This is why the geometric mean of the two permittivities appears. The normal displacement is continuous:

$$\varepsilon_0\varepsilon_1k_n\phi_n=-\varepsilon_0\varepsilon_zq_n\phi_n+s_n
\quad\Rightarrow\quad
\phi_n=\frac{s_n}{\varepsilon_0k_n(\varepsilon_f+\varepsilon_1)} .$$

At the bottom surface both charge and potential change sign, so their product does not, and $\varepsilon_2$ replaces $\varepsilon_1$.

### Equilibrium width

The average of $\sin^2k_nx$ is $1/2$. Surface $j$ therefore contributes, per unit film area,

$$U_j=\frac14\sum_{n\ \rm odd}\frac{s_n^2}{\varepsilon_0k_n(\varepsilon_f+\varepsilon_j)}
=\frac{4P^2w}{\pi^3\varepsilon_0(\varepsilon_f+\varepsilon_j)}\sum_{n\ \rm odd}\frac1{n^3}.$$

The even terms of $\zeta(3)=\sum_n n^{-3}$ add up to $\zeta(3)/8$, so the odd terms give $7\zeta(3)/8$. Thus

$$U_1+U_2=CSw,\qquad C=\frac{7\zeta(3)P^2}{2\pi^3\varepsilon_0},\qquad
S=\frac1{\varepsilon_f+\varepsilon_1}+\frac1{\varepsilon_f+\varepsilon_2}.$$

There is one wall of height $d$ per length $w$, which costs $\gamma d/w$ per film area. The total is

$$F(w)=\frac{\gamma d}{w}+CSw .$$

Setting $F'(w)=-\gamma d/w^2+CS=0$ gives

$$\boxed{\,w=\sqrt{\frac{\gamma d}{CS}}\,}$$

Since $F''=2\gamma d/w^3>0$, this is a minimum. There $\gamma d/w=CSw$: wall and field energies are equal. The growth of $w$ as $\sqrt d$ is Kittel's law.

### Effect of the substrate

In the ratio of the two widths $\gamma$, $d$ and $C$ cancel. For vacuum above in both cases,

$$\frac{w_{\rm sub}}{w_{\rm free}}
=\sqrt{\frac{2/(\varepsilon_f+1)}{1/(\varepsilon_f+1)+1/(\varepsilon_f+\varepsilon_2)}}
=\sqrt{\frac{2}{1+(\varepsilon_f+1)/(\varepsilon_f+\varepsilon_2)}} .$$

With $\varepsilon_f=100$ and $\varepsilon_2=300$,

$$\frac{w_{\rm sub}}{w_{\rm free}}=\sqrt{\frac{2}{1+101/400}}=1.264 .$$

The stripes widen by about 26 percent. The substrate polarizes and lowers the potential of the charge next to it. Field energy then costs less per unit width, and the film can save wall energy by making fewer walls.

### Limits

As $\varepsilon_2\to\infty$ the lower surface costs no field energy, and the ratio rises to $\sqrt2=1.414$. A substrate on one side can thus widen the stripes by at most 41 percent in this model, because the upper surface keeps its full cost. With permittivity 300 on both sides, both terms of $S$ fall, and the ratio is $\sqrt{400/101}=1.99$. If instead $\varepsilon_f\gg\varepsilon_2$, the ratio tends to 1: the film itself already does most of the screening.

The meaning of "thick" can be seen for equal media on both sides. The potential is then odd about the midplane and varies there as $\sinh q_n(z+d/2)$. In the boundary condition $\varepsilon_f$ is replaced by $\varepsilon_f\coth(q_nd/2)$, which approaches $\varepsilon_f$ with a relative correction $2e^{-q_nd}$. The condition is therefore

$$e^{-\pi d\sqrt{\varepsilon_x/\varepsilon_z}/w}\ll1 .$$

In the opposite limit, $q_nd\ll1$, the factor $\coth(q_nd/2)$ becomes $2/(q_nd)$. If also $k_nd\,\varepsilon_1\ll2\varepsilon_z$, then $\phi_n\to s_nd/(2\varepsilon_0\varepsilon_z)$. This is the potential in a uniformly polarized plate. The surroundings drop out, the field energy is no longer proportional to $w$, and the square-root law fails.

### A 20 nm film

Take the rough values $P=70\ \mu\mathrm{C/cm^2}$ (0.70 C/m²) and $\gamma=130\ \mathrm{mJ/m^2}$. For the permittivities choose $\varepsilon_x=125$ and $\varepsilon_z=80$, which are of the right size and give exactly $\varepsilon_f=\sqrt{10000}=100$. With $7\zeta(3)/(2\pi^3)=0.13569$,

$$C=\frac{0.13569\times0.70^2}{8.854\times10^{-12}}=7.51\times10^9\ \mathrm{J/m^3},$$

$$\gamma d=0.130\times20\times10^{-9}=2.6\times10^{-9}\ \mathrm{J/m}.$$

The sums are $S=2/101=0.019802$ for the free film and $S=1/101+1/400=0.012401$ on the substrate. Hence

$$w_{\rm free}=\sqrt{\frac{2.6\times10^{-9}}{7.51\times10^9\times0.019802}}\ \mathrm m=4.2\ \mathrm{nm},$$

$$w_{\rm sub}=\sqrt{\frac{2.6\times10^{-9}}{7.51\times10^9\times0.012401}}\ \mathrm m=5.3\ \mathrm{nm}.$$

On the substrate, walls and field each cost 492 mJ/m² of film area. The thickness factor $e^{-\pi d\sqrt{\varepsilon_x/\varepsilon_z}/w}$ is $3.5\times10^{-7}$, so even 20 nm is electrically thick.

Wall width matters little. If the polarization changes as $\tanh(x/\delta)$ with $\delta=0.4$ nm, each $s_n$ is multiplied by $u/\sinh u$, where $u=\pi k_n\delta/2$. Numerical minimization of the energy then gives 4.1 and 5.2 nm, and a widening of about 27 percent.

### Where the linear model is strained

**The film.** At the top surface the normal field on the film side has harmonics of size $q_n\phi_n=\sqrt{\varepsilon_x/\varepsilon_z}\,s_n/[\varepsilon_0(\varepsilon_f+1)]$. The factor multiplying $s_n$ does not depend on $n$, so this field is itself a square wave. It opposes the polarization with strength

$$E_s=\sqrt{\frac{\varepsilon_x}{\varepsilon_z}}\,\frac{P}{\varepsilon_0(\varepsilon_f+1)}=9.8\ \mathrm{MV/cm}.$$

There is also a tangential field of size $2P\ln\cot(\pi x/2w)/[\pi\varepsilon_0(\varepsilon_f+1)]$ for $0<x\le w/2$. It vanishes at the stripe centre, is 4.4 MV/cm at $x=w/4$, and grows logarithmically toward a thin wall, exceeding $E_s$ within about $0.09\,w$ of it.

Compare $E_s$ with a double well, $f=\tfrac12aP_z^2+\tfrac14bP_z^4-EP_z$ with $a<0$. Equilibrium gives $E=aP_z+bP_z^3$, and zero field gives $P^2=-a/b$. The stiffness at $P$ is $a+3bP^2=-2a$, which must equal $1/[\varepsilon_0(\varepsilon_z-1)]$. The opposing field that the well can bear is largest at $P_z=P/\sqrt3$:

$$E_c=\frac{2|a|P}{3\sqrt3}=\frac{P}{3\sqrt3\,\varepsilon_0(\varepsilon_z-1)}=1.9\ \mathrm{MV/cm}.$$

The surface field is five times larger. A weaker ferroelectric would not help, because $P$ cancels in $E_s/E_c$, and for large permittivities this ratio tends to $3\sqrt3\approx5.2$. Near the surface the polarization cannot respond linearly about a frozen value; it must be reduced, rotated or reversed there. The 26 percent is thus a property of the linear model. Its sensitivity can be seen by changing the film's effective permittivity: $\varepsilon_f=50$ gives 32 percent and $\varepsilon_f=200$ gives 19 percent. These figures do not bound the nonlinear answer.

**The substrate.** The normal field in a linear substrate would be $P/(400\,\varepsilon_0)=2.0$ MV/cm, enough to saturate strontium titanate. Describe it by $E=D/(300\,\varepsilon_0)+\beta D^3$, with the rough value $\beta=8\times10^9\ \mathrm{J\,m^5/C^4}$. As a rough estimate, give the substrate one uniform permittivity $\varepsilon_s=D/(\varepsilon_0E)$, fixed by the normal displacement at the interface. For a uniform medium the boundary condition gives $D=P\varepsilon_s/(\varepsilon_f+\varepsilon_s)$. Numerical solution of

$$\frac1{\varepsilon_0\varepsilon_s}=\frac1{300\,\varepsilon_0}+\beta D^2$$

yields $\varepsilon_s\approx90$. Used throughout the substrate, this value would cut the widening to about 14 percent. That overstates the effect: the field decays with depth, so the deeper substrate is less saturated, and the energy density of a dielectric that stiffens in this way is less than $\tfrac12ED$. Solving for the field throughout the substrate, with the same law applied to the magnitudes of parallel $\mathbf E$ and $\mathbf D$ and the film kept linear, gives a widening of about 19 percent, the same as a uniform permittivity near 140. The local permittivity just under a stripe centre is then about 76. The result depends on the rough value of $\beta$: half of it gives 21 percent and twice it gives 16 percent.

**Free carriers.** At a stripe centre the harmonics add to $\phi=4GPw/[\pi^2\varepsilon_0(\varepsilon_f+1)]$, where $G=1-1/3^2+1/5^2-\dots\approx0.916$. The potential difference between neighbouring stripes at the top surface is twice this: 2.4 V for the free film and 3.1 V on the substrate. The second value is 0.90 of a band gap of roughly 3.4 eV. Since $w\propto\sqrt d$, the two become equal near $d=20/0.90^2\approx25$ nm. With the saturated substrate the stripes are narrower (5.0 nm), the difference is 2.9 V, and the crossing moves to about 28 nm. In thicker films with a bare surface, the film's own carriers could begin to screen the charge.

**The real case.** Lead titanate films on strontium titanate do form nanometre-scale stripes, but a surface in air can also collect charged adsorbates. Full compensation takes $P/e=4.4\times10^{14}\ \mathrm{cm^{-2}}$ and removes that surface's term from $S$. Moderate warming of the substrate matters less. If the substrate permittivity varies as $1/(T-35\ \mathrm K)$ and is 300 at 300 K, it is 218 at 400 K, and the widening is 23 percent with all film properties held fixed. Clamping by the substrate may also change $P$ and $\gamma$. Since $w\propto\sqrt\gamma/P$, a 5 percent larger $P$ on the substrate would reduce the ratio to $1.264/1.05=1.20$. Of the corrections to the widening estimated here, substrate saturation (26 to 19 percent) is the largest for the chosen $\beta$, but only narrowly: doubling $\varepsilon_f$ or raising $P$ by 5 percent has nearly the same effect, and with half the value of $\beta$ either would exceed it. Charged adsorbates and the film's own nonlinearity may matter as much or more, but their effect on the widening was not calculated.
